# Isotropic deposition and etching by linear-time Euclidean distance transforms: verification in Python

```python
"""Isotropic deposition and etching from Euclidean distance transforms.

Result under test: with a uniform surface rate, a gas voxel at distance d from
the solid fills at film thickness d, unless its path to the gas inlet closes
earlier. Its access level A is the largest, over paths to the inlet, of the
smallest d on the path: A = d means filled at d, A < d means sealed at A.
Etching obeys the same rule with solid and gas exchanged; a buried void starts
to etch its walls at the breakthrough time. The transform takes linear work.
Symbols: h voxel side, D2 squared distance in voxels, t film thickness.
"""
import math
import numpy as np
from scipy import constants as const
from scipy import ndimage
from scipy.integrate import quad

FAR = 10**9
work = {"steps": 0}


def envelope_line(f):
    """min over p of (q-p)^2 + f[p] for every q, by a parabola envelope."""
    owners, starts, steps = [], [], 0
    for q, fq in enumerate(f):
        if fq >= FAR:
            continue
        s = -math.inf
        while owners:
            p = owners[-1]
            s = (fq + q * q - f[p] - p * p) / (2 * (q - p))
            steps += 1
            if s > starts[-1]:
                break
            owners.pop()
            starts.pop()
        owners.append(q)
        starts.append(s)
    if not owners:
        return [FAR] * len(f)
    out, k = [], 0
    for q in range(len(f)):
        while k + 1 < len(owners) and starts[k + 1] < q:
            k += 1
            steps += 1
        out.append((q - owners[k]) ** 2 + f[owners[k]])
    work["steps"] += steps
    return out


def squared_distance(sources):
    field = np.where(sources, 0, FAR).astype(np.int64)
    for axis in range(field.ndim):
        moved = np.moveaxis(field, axis, -1)
        lines = moved.reshape(-1, moved.shape[-1]).tolist()
        done = np.array([envelope_line(line) for line in lines])
        field = np.moveaxis(done.reshape(moved.shape), -1, axis)
    return field


def access_level(dist2, inlet):
    """Squared access level, by a flood from the inlet in falling order."""
    padded = np.pad(dist2, 1, constant_values=-1)
    width = padded.shape[1]
    level = padded.ravel().tolist()
    access = np.where(padded < 0, 0, -1).ravel().tolist()
    buckets = [[] for _ in range(int(dist2.max()) + 1)]
    for i in np.flatnonzero(np.pad(inlet, 1)).tolist():
        access[i] = level[i]
        buckets[level[i]].append(i)
    for top in range(len(buckets) - 1, -1, -1):
        bucket = buckets[top]
        while bucket:
            i = bucket.pop()
            for j in (i - 1, i + 1, i - width, i + width):
                if access[j] < 0:
                    access[j] = min(top, level[j])
                    buckets[access[j]].append(j)
    return np.array(access).reshape(padded.shape)[1:-1, 1:-1], len(buckets)


def eikonal(source, slowness):
    """First-order upwind solution of |grad T| = slowness, in voxels."""
    u = np.where(source, 0.0, 1e6)
    for _ in range(5000):
        p = np.pad(u, 1, constant_values=1e6)
        a = np.minimum(p[:-2, 1:-1], p[2:, 1:-1])
        b = np.minimum(p[1:-1, :-2], p[1:-1, 2:])
        gap = np.abs(a - b)
        two = 0.5 * (a + b + np.sqrt(np.maximum(2 * slowness**2 - gap**2, 0)))
        new = np.where(gap < slowness, two, np.minimum(a, b) + slowness)
        new = np.minimum(u, new)
        change = np.max(u - new)
        u = new
        if change < 1e-7:
            return u
    raise RuntimeError("eikonal iteration did not converge")


rng = np.random.default_rng(7)

# The transform against explicit minima over all source voxels, 2D and 3D.
for shape in ((23, 31), (11, 12, 13)):
    mask = rng.random(shape) < 0.03
    mask[(0,) * len(shape)] = True
    points = np.argwhere(np.ones(shape, bool))
    sites = np.argwhere(mask)
    offsets = points[:, None, :] - sites[None, :, :]
    brute = np.min(np.sum(offsets**2, axis=2), axis=1).reshape(shape)
    assert np.array_equal(squared_distance(mask), brute)
    # Distance to the full cubes, not only to their centres.
    outside = np.maximum(np.abs(offsets) - 0.5, 0)
    to_cubes = np.sqrt(np.min(np.sum(outside**2, axis=2), axis=1)).reshape(shape)
    excess = (np.sqrt(brute) - to_cubes)[~mask]
    assert excess.min() >= 0
    assert excess.max() <= math.sqrt(len(shape)) / 2 + 1e-12

# Dilation and erosion from their set definitions with a ball of radius^2 = 10.
blob = ndimage.binary_dilation(rng.random((28, 28)) < 0.02, iterations=4)
assert blob.any() and not blob.all()
grown = np.zeros_like(blob)
kept = np.zeros_like(blob)
rows, cols = np.indices(blob.shape)
for r, c in np.ndindex(blob.shape):
    ball = (rows - r) ** 2 + (cols - c) ** 2 <= 10
    grown |= ball if blob[r, c] else False
    kept[r, c] = blob[ball].all()
assert np.array_equal(squared_distance(blob) <= 10, grown)
assert np.array_equal(squared_distance(~blob) > 10, kept)

# Straight gaps close at half their width, rounded up to a voxel.
for gap_width in range(2, 12):
    walls = np.ones((5, gap_width + 6), bool)
    walls[:, 3:3 + gap_width] = False
    closing = next(m for m in range(1, 20)
                   if (squared_distance(walls) <= m * m).all())
    assert closing == math.ceil(gap_width / 2)

# Two separate discs join at half their smallest separation.
rows, cols = np.indices((60, 70))
disc_a = (rows - 15) ** 2 + (cols - 17) ** 2 <= 64
disc_b = (rows - 41) ** 2 + (cols - 50) ** 2 <= 81
pa, pb = np.argwhere(disc_a), np.argwhere(disc_b)
separation = math.sqrt(np.min(np.sum((pa[:, None] - pb[None]) ** 2, axis=2)))
joint = squared_distance(disc_a | disc_b)
assert np.array_equal(joint, np.minimum(squared_distance(disc_a),
                                        squared_distance(disc_b)))
merge = next(math.sqrt(q) for q in np.unique(joint)
             if ndimage.label(joint <= q)[1] == 1)
assert -0.5 - 1e-9 <= merge - separation / 2 <= math.sqrt(0.5) + 1e-9

# Sealing against a simulation that fills reachable gas event by event.
sealed_total = 0
for density in (0.01, 0.03, 0.08):
    solid = rng.random((36, 44)) < density
    solid[0] = False
    solid[-1] = True
    dist2 = squared_distance(solid)
    inlet = np.zeros_like(solid)
    inlet[0] = True
    access, _ = access_level(dist2, inlet & ~solid)
    gas = ~solid
    for q in np.unique(dist2[gas]):
        labels, _ = ndimage.label(gas)
        live = np.unique(labels[inlet & gas])
        reachable = np.isin(labels, live[live > 0])
        gas &= ~(reachable & (dist2 == q))
    assert np.array_equal(gas, ~solid & (access < dist2))
    sealed_total += int(gas.sum())
assert sealed_total > 0

# Work counted inside the running transform.
work_rows = []
for n in (64, 128, 256):
    rows, cols = np.indices((n, n))
    disc = (rows - n / 2) ** 2 + (cols - n / 2) ** 2 <= (n / 4) ** 2
    work["steps"] = 0
    squared_distance(disc)
    pairs = int(disc.sum())
    work_rows.append((n, work["steps"] / n**2, pairs))
    assert work["steps"] <= 6 * n * n
rates = [row[1] for row in work_rows]
assert max(rates) / min(rates) < 1.1

# Twenty one-voxel dilations by faces make a diamond, not a disc.
seed = np.zeros((61, 61), bool)
seed[30, 30] = True
stepped = ndimage.binary_dilation(seed, iterations=20)
single = squared_distance(seed) <= 400
step_ratio = stepped.sum() / single.sum()
assert step_ratio < 0.75

# Worked example; lengths in nm.
neck_w, neck_h, body_w, body_h = 20.0, 10.0, 36.0, 40.0
grow_rate, etch_rate = 0.1, 0.05
deposit, etch = 12.0, 20.0


def trench(h):
    nr, nc = round(90 / h), round(80 / h)
    depth = ((np.arange(nr) + 0.5) * h - 20)[:, None]
    x = np.abs((np.arange(nc) + 0.5) * h - 40)[None, :]
    neck = (x < neck_w / 2) & (depth > 0) & (depth < neck_h)
    body = (x < body_w / 2) & (depth > neck_h) & (depth < neck_h + body_h)
    return (depth > 0) & ~neck & ~body, body


def void_area(t):
    """Continuum cavity area left when the cavity walls carry thickness t."""
    def height(x):
        return body_h - t - math.sqrt(max(t * t - (neck_w / 2 - x) ** 2, 0))
    return 2 * quad(height, 0, body_w / 2 - t)[0]


pinch_exact = neck_w / 2
area_exact = void_area(pinch_exact)
edge = neck_w / 2 - (body_w / 2 - pinch_exact)
arcs = 2 * pinch_exact * math.acos(edge / pinch_exact)
perimeter = (2 * (body_w / 2 - pinch_exact) + arcs
             + 2 * (body_h - pinch_exact - math.sqrt(pinch_exact**2 - edge**2)))
areas = {}
for h in (1.0, 0.25, 0.5):
    solid, body = trench(h)
    dist2 = squared_distance(solid)
    inlet = np.zeros_like(solid)
    inlet[0] = True
    access, bucket_count = access_level(dist2, inlet)
    limit2 = round(deposit / h) ** 2
    void = ~solid & (access < dist2) & (access <= limit2)
    areas[h] = void.sum() * h * h
    # Curved walls may be misplaced by up to about one voxel.
    assert abs(areas[h] - area_exact) < arcs * h
errors = [abs(areas[k] - area_exact) for k in (1.0, 0.5, 0.25)]
assert errors[0] > errors[1] > errors[2]

# From here on the 0.5 nm grid, the last one built, is used.
pinch = math.sqrt(access[void].max()) * h
assert abs(pinch - pinch_exact) < 1e-9
assert bucket_count <= solid.size
plain_area = (body & (dist2 > limit2)).sum() * h * h
assert plain_area < 0.8 * areas[h]
arrival = eikonal(solid, np.ones(solid.shape))
deposit_error = np.max(np.abs(arrival - np.sqrt(dist2)))
# The upwind solver is first order: its own error is a few voxels at most.
assert deposit_error < 3

open_gas = ~solid & (dist2 > limit2) & (access > limit2)
filled = ~(open_gas | void)
from_gas = np.sqrt(squared_distance(open_gas))
from_void = np.sqrt(squared_distance(void))
touching = ndimage.binary_dilation(void) & filled
breakthrough = from_gas[touching].min()
removal = np.minimum(from_gas, breakthrough + from_void)
break_exact = neck_h + math.sqrt(deposit**2 - (neck_w / 2) ** 2)
assert abs(breakthrough * h - break_exact) <= h
solver = eikonal(open_gas, np.where(void, 0.0, 1.0))
near = filled & (removal <= 60)
etch_error = np.max(np.abs(solver - removal)[near])
assert etch_error < 3
early = np.minimum(from_gas, from_void)
assert np.max(np.abs(solver - early)[near]) > 10
assert np.max(np.abs(solver - from_gas)[near]) > 10
cut = etch / h + 1e-9
removed = [(filled & (time <= cut)).sum() * h * h
           for time in (removal, early, from_gas)]
assert removed[2] < removed[0] < removed[1]

# Size of neglected effects, SI inside; rough process values.
temperature, density, dose_torr_s = 573.0, 3000.0, 0.1
molecule_nm, slow_fraction = 0.6, 0.05
kT = const.k * temperature
units = density / 0.10196 * const.N_A
mass_tma, mass_hf = 72.09 * const.atomic_mass, 20.006 * const.atomic_mass
dose = dose_torr_s * const.torr
al_per_area = 2 * units * grow_rate * 1e-9
speed = math.sqrt(8 * kT / (math.pi * mass_tma))
trench_depth = (neck_h + body_h) * 1e-9
# Knudsen diffusion in a slit, diffusivity 2*w*speed/3, both walls reacting.
need = 3 * al_per_area * trench_depth**2 * kT / (2 * (neck_w * 1e-9) ** 2 * speed)
starved_nm = neck_w * math.sqrt(need / dose)
early_void = void_area(pinch_exact - molecule_nm / 2) - area_exact
seam = molecule_nm * neck_h
slow_void = void_area(pinch_exact * (1 - slow_fraction)) - area_exact
hf_per_area = 6 * units * etch_rate * 1e-9
impinging = dose / math.sqrt(2 * math.pi * mass_hf * kT)
slit_nm = hf_per_area * perimeter / impinging

print(f"two discs: separation {separation:.3f} voxels, merge at {merge:.3f} voxels")
for n, rate, pairs in work_rows:
    print(f"grid {n}x{n}: {rate:.3f} steps/voxel; brute force {pairs} pairs/voxel")
print(f"20 face steps / one 20-voxel ball, area ratio: {step_ratio:.3f}")
print(f"sealed voxels in random sealing tests: {sealed_total}")
print(f"neck width, height: {neck_w:.0f}, {neck_h:.0f} nm")
print(f"cavity width, height: {body_w:.0f}, {body_h:.0f} nm")
print(f"growth, etch per cycle: {grow_rate:.2f}, {etch_rate:.2f} nm")
print(f"voxel side: {h:.2f} nm; grid {solid.shape[0]} x {solid.shape[1]}")
print(f"voxels: {solid.size}; flood buckets: {bucket_count}")
print(f"deposited: {deposit:.1f} nm in {deposit / grow_rate:.0f} cycles")
print(f"pinch-off: {pinch:.2f} nm, cycle {pinch / grow_rate:.0f}")
print(f"void area, continuum: {area_exact:.2f} nm2")
for side in (1.0, 0.5, 0.25):
    print(f"void area, voxel side {side:.2f} nm: {areas[side]:.2f} nm2")
print(f"void area by plain dilation at {deposit:.0f} nm: {plain_area:.2f} nm2")
print(f"void perimeter, continuum: {perimeter:.2f} nm")
print(f"largest deposition difference from eikonal: {deposit_error:.2f} voxels")
print(f"breakthrough, voxels: {breakthrough * h:.2f} nm")
print(f"breakthrough, continuum: {break_exact:.2f} nm")
print(f"breakthrough cycle (voxels): {breakthrough * h / etch_rate:.0f}")
print(f"etched: {etch:.1f} nm in {etch / etch_rate:.0f} cycles")
print(f"void wall etched after breakthrough: {etch - breakthrough * h:.2f} nm")
print(f"largest etch difference from eikonal: {etch_error:.2f} voxels")
print(f"solid removed, breakthrough rule: {removed[0]:.1f} nm2")
print(f"solid removed, void as gas from start: {removed[1]:.1f} nm2")
print(f"solid removed, void ignored: {removed[2]:.1f} nm2")
print(f"temperature: {temperature:.0f} K; film density: {density / 1000:.1f} g/cm3")
print(f"dose of each reactant: {dose_torr_s:.2f} Torr s")
print(f"Al deposited per cycle: {al_per_area * 1e-18:.2f} per nm2")
print(f"mean speed of trimethylaluminium: {speed:.0f} m/s")
print(f"dose needed at full neck width: {need / const.torr:.2e} Torr s")
print(f"slit width at which the dose just suffices: {starved_nm:.3f} nm")
print(f"molecule diameter (rough): {molecule_nm:.1f} nm")
print(f"early sealing by molecule size: void +{early_void:.1f} nm2, seam {seam:.1f} nm2")
print(f"cavity growth {100 * slow_fraction:.0f}% slower: void +{slow_void:.1f} nm2"
      f" ({100 * slow_void / area_exact:.1f}%)")
print(f"HF used per cycle: {hf_per_area * 1e-18:.2f} per nm2")
print(f"opening that supplies HF to the void walls: {slit_nm:.5f} nm")
print("tests ok")
```

It prints:

```
two discs: separation 25.495 voxels, merge at 12.728 voxels
grid 64x64: 1.340 steps/voxel; brute force 797 pairs/voxel
grid 128x128: 1.357 steps/voxel; brute force 3209 pairs/voxel
grid 256x256: 1.367 steps/voxel; brute force 12853 pairs/voxel
20 face steps / one 20-voxel ball, area ratio: 0.669
sealed voxels in random sealing tests: 1184
neck width, height: 20, 10 nm
cavity width, height: 36, 40 nm
growth, etch per cycle: 0.10, 0.05 nm
voxel side: 0.50 nm; grid 180 x 160
voxels: 28800; flood buckets: 2001
deposited: 12.0 nm in 120 cycles
pinch-off: 10.00 nm, cycle 100
void area, continuum: 362.65 nm2
void area, voxel side 1.00 nm: 378.00 nm2
void area, voxel side 0.50 nm: 371.00 nm2
void area, voxel side 0.25 nm: 367.00 nm2
void area by plain dilation at 12 nm: 228.00 nm2
void perimeter, continuum: 83.79 nm
largest deposition difference from eikonal: 1.04 voxels
breakthrough, voxels: 16.50 nm
breakthrough, continuum: 16.63 nm
breakthrough cycle (voxels): 330
etched: 20.0 nm in 400 cycles
void wall etched after breakthrough: 3.50 nm
largest etch difference from eikonal: 1.01 voxels
solid removed, breakthrough rule: 1935.5 nm2
solid removed, void as gas from start: 3873.0 nm2
solid removed, void ignored: 1655.5 nm2
temperature: 573 K; film density: 3.0 g/cm3
dose of each reactant: 0.10 Torr s
Al deposited per cycle: 3.54 per nm2
mean speed of trimethylaluminium: 410 m/s
dose needed at full neck width: 4.81e-06 Torr s
slit width at which the dose just suffices: 0.139 nm
molecule diameter (rough): 0.6 nm
early sealing by molecule size: void +25.3 nm2, seam 6.0 nm2
cavity growth 5% slower: void +42.5 nm2 (11.7%)
HF used per cycle: 5.32 per nm2
opening that supplies HF to the void walls: 0.00136 nm
tests ok
```
